# Why Near-Bamboo Lines Fail at the Ends of Polycrystalline Clusters

A metal line 60 µm long, blocked at both ends, carries 10¹⁰ A/m² at 500 K. Its middle 20 µm is polycrystalline; the rest is bamboo, with grains that span the whole width. After 54 minutes the tension at the blocked cathode end, where atoms leave and none arrive, is 11 MPa. At a point 20 µm inside the line, where nothing blocks the atoms, it is 100 MPa. That point is the upstream end of the polycrystalline cluster. At the cluster's other end there is a compression of the same size.

The cluster is the part of the line where atoms move fastest, yet its interior is not where the stress peaks. What matters is the change in the rate of transport from one place to the next.

## The line as a one-dimensional conductor of atoms

Let \(x\) run along the line in the direction in which the electron wind pushes atoms. "Upstream" then means toward the cathode. The stress \(\sigma\) is positive in tension and zero at the start. Temperature and current density are uniform, and stress is taken to be equalized over each cross-section, so that \(\sigma\) depends on \(x\) and \(t\) alone.

Atoms have parallel paths. A bamboo section offers the grains and the outer interfaces, described together by a diffusivity \(D_b\). In the cluster, \(N\) grain boundaries also run along the line. Each has thickness \(\delta\) and fills a fraction \(\delta/w\) of the cross-section of a line of width \(w\). Fluxes through parallel paths add, so the effective diffusivity of the cluster is

\[
D_c=D_b+\frac{N\delta D_{gb}}{w}.
\]

This assumes the same wind force on atoms in every path. With \(N=2\), \(\delta=0.5\) nm, \(w=1\) µm and \(D_{gb}=10^{-13}\) m²/s, the boundary term is \(10^{-16}\) m²/s. The chosen \(D_b=10^{-18}\) m²/s then gives \(D_c=1.01\times10^{-16}\) m²/s, a ratio of 101. These are round model parameters and stand for no particular metal.

The wind force has magnitude \(F=Z^*e\rho j\), with effective charge number \(Z^*\), resistivity \(\rho\) and current density \(j\). Tension lowers the chemical potential of an atom of volume \(\Omega\), \(\mu=\mu_0-\Omega\sigma\), which adds a force \(-\partial\mu/\partial x=\Omega\,\partial\sigma/\partial x\). With \(1/\Omega\) atoms per volume and mobility \(D/kT\), the flux is

\[
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\]

The line is confined by its surroundings. If atoms leave a region, the metal that remains must stretch to fill it. For a concentration \(C\) of atoms this is written \(dC/C=-d\sigma/B\), with \(B\) the stiffness of metal and surroundings together. Conservation, \(\partial C/\partial t=-\partial J/\partial x\), and \(C\simeq1/\Omega\) give \(\partial\sigma/\partial t=B\Omega\,\partial J/\partial x\), or

\[
\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad
\kappa=\frac{DB\Omega}{kT},\quad G=\frac{F}{\Omega}.
\]

Here \(\kappa\) is a diffusivity for stress, and \(G\) is the stress gradient that would balance the wind. Both \(B\) and \(\kappa\) are taken as independent of stress, and no void is present before a critical stress is reached. Constant \(\kappa\) is an approximation. If the diffusivity follows the vacancy concentration it carries a factor \(\exp(\Omega\sigma/kT)\), and for the parameters below \(\Omega\sigma/kT\) is 0.22 at 100 MPa and 0.46 at 210 MPa. The times given here, above all those for clusters near the critical length, and the exact equality of tension and compression belong to the constant-\(\kappa\) model.

For \(Z^*=5\) and \(\rho=4\times10^{-8}\) Ω m, \(F=5(1.602\times10^{-19})(4\times10^{-8})(10^{10})=3.204\times10^{-16}\) N. Division by \(\Omega=1.5\times10^{-29}\) m³ gives \(G=21.36\) MPa/µm. With \(B=30\) GPa, \(\kappa_c=6.58\times10^{-3}\) µm²/s and \(\kappa_b=6.52\times10^{-5}\) µm²/s.

At the first instant \(\partial\sigma/\partial x=0\), and the equation reduces to

\[
\left.\frac{\partial\sigma}{\partial t}\right|_{t=0}=G\frac{d\kappa}{dx}.
\]

This is the origin of the effect. Inside a uniform cluster as many atoms arrive as leave, however fast they move. Stress is produced where \(\kappa\) changes. An abrupt rise at the upstream cluster end is a point source of strength \(+G(\kappa_c-\kappa_b)\), and the fall at the downstream end is an equal negative source.

## One junction

While the two cluster ends do not yet feel each other, the upstream end can be treated alone. Put it at \(x=0\), with bamboo on the left and cluster on the right. On each side, try

\[
\sigma=\sigma_0(t)\sqrt\pi\;\mathrm{ierfc}(z),\qquad z=\frac{|x|}{2\sqrt{\kappa t}},\qquad
\mathrm{ierfc}(z)=\frac{e^{-z^2}}{\sqrt\pi}-z\,\mathrm{erfc}(z),
\]

with \(\sigma_0\propto\sqrt t\). Since \(\mathrm{ierfc}'=-\mathrm{erfc}\), the function \(f=\sqrt t\,\mathrm{ierfc}(z)\) obeys

\[
\frac{\partial f}{\partial t}=\frac{\mathrm{ierfc}(z)+z\,\mathrm{erfc}(z)}{2\sqrt t}=\frac{e^{-z^2}}{2\sqrt{\pi t}},\qquad
\kappa\frac{\partial^2f}{\partial x^2}=\kappa\sqrt t\,\frac{2e^{-z^2}}{\sqrt\pi}\,\frac1{4\kappa t}=\frac{e^{-z^2}}{2\sqrt{\pi t}}.
\]

The two agree, so the diffusion equation holds on each side. Because \(\mathrm{ierfc}(0)=1/\sqrt\pi\), both sides have the stress \(\sigma_0\) at the junction, as continuity of the chemical potential requires. The slopes there are \(+\sqrt\pi\,\sigma_0/(2\sqrt{\kappa_bt})\) on the left and \(-\sqrt\pi\,\sigma_0/(2\sqrt{\kappa_ct})\) on the right. The atomic flux must also be continuous:

\[
\kappa_bG+\sqrt{\kappa_b}\,\frac{\sqrt\pi\,\sigma_0}{2\sqrt t}
=\kappa_cG-\sqrt{\kappa_c}\,\frac{\sqrt\pi\,\sigma_0}{2\sqrt t}.
\]

Collecting the terms in \(\sigma_0\) and using \(\kappa_c-\kappa_b=(\sqrt{\kappa_c}-\sqrt{\kappa_b})(\sqrt{\kappa_c}+\sqrt{\kappa_b})\) gives

\[
\boxed{\sigma_0(t)=2G\left(\sqrt{\kappa_c}-\sqrt{\kappa_b}\right)\sqrt{t/\pi}}
\]

The stress vanishes when \(\kappa_c=\kappa_b\), whatever their common value. Fast diffusion that is uniform produces no stress at an interior point far from the line ends.

Putting \(\sigma_0\) back into the left side of the flux condition shows how the junction works:

\[
\kappa_bG+\sqrt{\kappa_b}\,G(\sqrt{\kappa_c}-\sqrt{\kappa_b})=G\sqrt{\kappa_b\kappa_c}.
\]

The flux through the junction is constant in time and is the geometric mean of the two undisturbed fluxes. In the example the wind alone moves atoms at \(DF/kT=0.167\) nm/h in the bamboo and 16.88 nm/h in the cluster, while the junction passes the equivalent of 1.68 nm/h. That is more than the distant bamboo supplies and less than the cluster carries away. Both sides therefore lose metal and both go into tension. The bamboo side supplies \((1.68-0.17)/(16.88-0.17)\), or 9%, of the loss.

A void is assumed to form at \(\sigma_{crit}=100\) MPa. Solving the boxed law for the time,

\[
t_{cl}=\frac{\pi\sigma_{crit}^2}{4G^2(\sqrt{\kappa_c}-\sqrt{\kappa_b})^2}
=\frac{\pi(100)^2}{4(21.36)^2(0.0811-0.0081)^2}\ \text{s},
\]

which with unrounded roots is 3224 s, or 0.90 h. By then the junction has lost a slice of metal 15 nm thick, \((16.88-0.17)\) nm/h times 0.90 h. So little suffices because the line is confined and stiff, and because the loss stays close to the junction: the diffusion lengths \(\sqrt{\kappa t}\) are 4.6 µm in the cluster and 0.46 µm in the bamboo. The second length is less than the 1 µm width of the line, so equal stress over the cross-section is an idealization there, and the bamboo profile close to the junction should not be read as that of a real line.

A finite-volume calculation of the complete blocked line gives 99.87 MPa at this moment. Near the junction its profile differs from the ierfc solution by at most 0.57% of the critical stress.

## Two ends: how far the stress can rise

The square-root law cannot continue for ever, because the tension from one end of the cluster meets the compression from the other. Let \(y\) be measured from the cluster centre, and let the bamboo arms be long. Reversing both \(y\) and the sign of \(\sigma\) leaves the problem unchanged, so \(\sigma\) is odd in \(y\). This is why the downstream compression equals the upstream tension.

Take the Laplace transform in time, with variable \(s\), and write \(q=\sqrt{s/\kappa}\) on each side. If \(E\) is the transformed stress at \(y=-L/2\), then

\[
\hat\sigma=E\,e^{q_b(y+L/2)}\ \text{(upstream bamboo)},\qquad
\hat\sigma=-E\,\frac{\sinh q_cy}{\sinh(q_cL/2)}\ \text{(cluster)}.
\]

The slopes at the junction are \(q_bE\) and \(-q_cE\coth(q_cL/2)\). With \(\kappa q=\sqrt{\kappa s}\), and \(G\) transforming to \(G/s\), flux continuity gives

\[
E=\frac{G(\kappa_c-\kappa_b)}{s^{3/2}\left[\sqrt{\kappa_b}+\sqrt{\kappa_c}\coth(q_cL/2)\right]}.
\]

Define \(r=\sqrt{\kappa_b/\kappa_c}\), \(\beta=(1-r)/(1+r)\) and \(\epsilon=e^{-L\sqrt{s/\kappa_c}}\). Since \(\coth(q_cL/2)=(1+\epsilon)/(1-\epsilon)\),

\[
r+\coth\frac{q_cL}{2}=\frac{(1+r)+(1-r)\epsilon}{1-\epsilon},\qquad
E=\frac{G\sqrt{\kappa_c}(1-r)}{s^{3/2}}\,\frac{1-\epsilon}{1+\beta\epsilon}.
\]

The last fraction equals \(1-(1+\beta)\epsilon/(1+\beta\epsilon)\), with \(1+\beta=2/(1+r)\), and can be expanded in powers of \(\epsilon\).

Each term needs the inverse of \(s^{-3/2}e^{-k\sqrt s}\). The function \(f\) above starts from zero and has the constant slope \(-1/(2\sqrt\kappa)\) at \(x=0\). Its transform is therefore \(Ae^{-x\sqrt{s/\kappa}}\) with \(A\sqrt{s/\kappa}=1/(2\sqrt\kappa\,s)\), so \(A=1/(2s^{3/2})\). With \(k=x/\sqrt\kappa\), the required inverse is \(2\sqrt t\,\mathrm{ierfc}(k/2\sqrt t)\), and

\[
\sigma_e=2G(1-r)\sqrt{\kappa_ct}\left[\frac1{\sqrt\pi}-\frac2{1+r}\sum_{n=1}^{\infty}(-\beta)^{n-1}\,\mathrm{ierfc}\!\left(\frac{nL}{2\sqrt{\kappa_ct}}\right)\right].
\]

The first term is the single-junction law. The rest describes the influence of the other end and its repeated reflections. For a 20 µm cluster it delays failure merely from 3224 to 3233 s; for a 10 µm cluster failure takes 7750 s.

At late times \(s\) is small and \(\coth(q_cL/2)\simeq2/(q_cL)\). Then

\[
E\simeq\frac{G\sqrt{\kappa_c}(1-r^2)}{s^{3/2}}\left[\frac{q_cL}2-r\left(\frac{q_cL}2\right)^2\right].
\]

Using \(q_c=\sqrt{s/\kappa_c}\), and the fact that \(s^{-1/2}\) is the transform of \(1/\sqrt{\pi t}\),

\[
\sigma_e\simeq\frac{GL}{2}\left(1-\frac{\kappa_b}{\kappa_c}\right)\left[1-\frac{rL}{2\sqrt{\pi\kappa_ct}}\right].
\]

The plateau has a simple meaning. The gradient \(-2\sigma_e/L\) inside the cluster holds back the wind until the cluster carries just what the bamboo delivers: \(\kappa_c(G-2\sigma_e/L)=\kappa_bG\). The approach is slow because the bamboo arms must also be brought into tension and compression. For \(L=10\) µm the plateau is 105.8 MPa. At \(10^5\) s the bracket is 0.989, which gives 104.6 MPa, in agreement with the full series and with the finite-volume line.

An isolated cluster can reach the critical stress only if its plateau lies above it, which requires

\[
L>L_c=\frac{2\sigma_{crit}}{G(1-r^2)}=9.46\ \text{µm}.
\]

A 5 µm cluster levels off at 52.9 MPa and, while isolated, does not fail. Its ends have the same jump in diffusivity as those of a long cluster; they lack the length over which a large stress difference can build up.

## Why the maximum sits at the junction

The solution has its peak at the cluster end, and this can be shown for all times while the cluster is isolated. Let \(u=\partial\sigma/\partial t\). Differentiating the stress equation in time removes the constant wind:

\[
\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left(\kappa\frac{\partial u}{\partial x}\right).
\]

The initial \(u\) consists of the two point sources. By oddness \(u=0\) at the cluster centre. The upstream half thus starts with a positive source and has zero at its boundary, and diffusion cannot make \(u\) negative there. Hence \(u>0\) for \(t>0\), and the tension grows everywhere upstream of the centre.

Away from the junction, \(\kappa\,\partial^2\sigma/\partial x^2=u>0\), so the profile is convex on each side. In the bamboo, a convex curve that tends to zero far upstream must rise all the way to the junction. In the cluster, a convex curve from \(\sigma_e\) down to zero at the centre lies below its chord. The maximum is therefore at the junction. The same argument with the signs reversed puts the greatest compression at the downstream end. Tension favours voids and compression favours extrusions, so the two ends are threatened in different ways. Reversing the current changes the sign of \(G\) and exchanges their roles.

## When the cluster end is not the first to fail

The line has other places where the flux changes abruptly, above all its blocked ends. At a blocked cathode end the flux is zero, so \(\partial\sigma/\partial x=-G\). The ierfc profile has slope \(-\sqrt\pi\,\sigma_{end}/(2\sqrt{\kappa t})\) there, hence

\[
\sigma_{end}=2G\sqrt{\kappa t/\pi},
\]

with the \(\kappa\) of the material next to the end. For a bamboo end this reaches 100 MPa after 73.3 h, which is 82 times as long as the end of a long cluster takes. If the critical stress is the same at both places, and the bamboo arm between them is long compared with its own diffusion length, a long cluster wins when \(\sqrt{\kappa_c}-\sqrt{\kappa_b}>\sqrt{\kappa_b}\), that is, when

\[
\kappa_c>4\kappa_b.
\]

A weaker contrast still produces stress at the cluster ends, but the blocked end is then ahead. At a ratio of exactly four, the finite-volume line gives equal stresses at the two places as long as neither the two cluster ends nor the cluster end and the line end feel each other. Across a short bamboo arm the tension from the junction adds to that at the blocked end, which can then fail first even at a ratio above four. The cluster must also be long enough: in the example the shortest isolated one that fails before the bamboo end is 9.52 µm long, barely above \(L_c\).

If the cluster itself touches the blocked cathode end, \(\kappa=\kappa_c\) applies there. For a long cluster failure then takes 2614 s, less than the 3224 s at an interior end of a long cluster, since no bamboo supplies any atoms at all. A short one takes longer, because the compression from its downstream end arrives first. Such a cluster still fails at its upstream end, but the boxed law holds only for cluster ends inside the line.

Time sets another limit. If no void formed, the blocked line would finally come to rest with zero flux everywhere, so that \(\partial\sigma/\partial x=-G\) in bamboo and cluster alike. No atoms have left the line, so the mean stress remains zero. For a line of length \(\ell\) with its cathode end at \(x=0\),

\[
\sigma=G\left(\frac{\ell}{2}-x\right).
\]

The diffusivities have dropped out: they govern the path to this state and not the state itself. The cathode end would carry \(21.36\times30=641\) MPa, and the upstream cluster end 214 MPa. The line end overtakes the cluster end at 248 h, when both are at 210 MPa. The blocked-end law alone would give 184 MPa at that time. It falls short because the diffusion length in the bamboo has grown to 7.6 µm, and tension from the cluster now reaches across the 20 µm arm. With a critical stress of 100 MPa this late stage is not reached, for the cluster end has failed long before.

## How abrupt is abrupt?

Grain structure does not change at a mathematical point. If \(\kappa\) rises linearly over a width \(W\), the initial source is spread out, and the stress in the transition first grows at the finite rate \(G(\kappa_c-\kappa_b)/W\). At a sharp junction it grows as \(\sqrt t\), which is faster at short times. The graded junction therefore starts behind.

The finite-volume line shows how much of this deficit remains at 3224 s. The peak is between 97 and 98 MPa for \(W=0.5\) µm and about 89 MPa for \(W=2\) µm, against 99.9 MPa for the sharp junction. The losses are about 2% and just over 10% of the sharp-junction value. Even a linear transition 2 µm wide, somewhat under half the diffusion length in the cluster, thus keeps about nine tenths of the stress. The loss depends on the shape of the transition as well as its width, and other shapes can lose more. In this example the concentration of stress at the cluster end does not depend on an ideally sharp boundary. For that peak to cause the first failure, the change in diffusivity must be large and the cluster long enough to let the stress build up. The numerical output lists the values for all these cases.

## Table of computed values

```
temperature 500 K, current density 1.0e+10 A/m^2
atomic volume 1.50e-29 m^3, stiffness 30 GPa
effective charge number 5, resistivity 4.0e-08 ohm m
boundary: D_gb 1.0e-13 m^2/s, thickness 0.5 nm
line width 1.0 um, boundaries along line 2
line length 60 um, main cluster length 20 um
critical stress 100 MPa
D_b 1.000e-18 m^2/s, D_c 1.010e-16 m^2/s
D_c/D_b 101.0, r = sqrt(D_b/D_c) 0.0995
wind force 3.204e-16 N, G 21.36 MPa/um
kappa_b 6.519e-05 um^2/s, kappa_c 6.584e-03 um^2/s
drift speed bamboo 0.167 nm/h, cluster 16.88 nm/h
drift-equivalent flux through junction 1.679 nm/h
metal thickness lost at junction by failure 14.96 nm
failure time, long-cluster end 3224 s = 0.90 h
failure time, blocked bamboo end 2.640e+05 s = 73.3 h
failure time, blocked end in cluster 2614 s
ratio bamboo end / cluster end 81.9
diffusion length sqrt(kappa t) at cluster failure: bamboo 0.458 um, cluster 4.61 um
line model at that time: upstream cluster end 99.87 MPa
line model: downstream cluster end -99.87 MPa
line model: blocked cathode end 11.06 MPa
largest profile difference 0.57 % of critical stress
critical cluster length 9.46 um
shortest cluster failing before blocked bamboo end 9.52 um
cluster 5 um: plateau 52.9 MPa, failure time not reached
cluster 10 um: plateau 105.8 MPa, failure time 7750 s
cluster 20 um: plateau 211.5 MPa, failure time 3233 s
cluster 40 um: plateau 423.0 MPa, failure time 3224 s
10 um cluster, t 3e+03 s: series 86.10, line model 86.10 MPa
10 um cluster, t 1e+04 s: series 101.27, line model 101.27 MPa
10 um cluster, t 1e+05 s: series 104.58, line model 104.58 MPa
2 um cluster: plateau 21.15, line model 21.03 MPa
kappa_c = 4 kappa_b: cluster-end / line-end stress 1.0000
junction graded over 0.5 um: peak at cluster failure time 97.49 MPa
junction graded over 2.0 um: peak at cluster failure time 89.32 MPa
line end overtakes cluster end at 8.942e+05 s = 248 h
stress at both places then 210.2 MPa
final stress at cathode end 640.9 MPa, at upstream cluster end 213.6 MPa
```
